# Equivalent Equilibrium Temperatures and the Vanishing Resistance of a Perfect Interface: a numerical check

```python
# Result under test: for phonon transport through an interface,
#   R = R_e * [1 - (<t>_L + <t>_R)/2],
# R_e: resistance from emitted temperatures (Landauer), R: resistance from
# equivalent equilibrium temperatures (matched local energy densities),
# <t>_s: transmission averaged over modes of lead s with heat-capacity weight.
# R vanishes for a perfect plane while R_e stays finite.
# Model: scalar simple cubic lattice, equal springs K, masses m_L and m_R,
# junction springs kappa*K.  Units: hbar = k_B = 1, energies in eV, lengths in
# angstrom; conductance per area in eV/angstrom^2, resistance in angstrom^2/eV.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

SPACING = 3.0        # angstrom
SCALE_L = 0.010      # hbar*sqrt(K/m_L) in eV
TEMP = 0.025         # k_B T in eV


def bose(energy, temp):
    return 1.0 / np.expm1(energy / temp)


def mode_heat_capacity(energy, temp):
    x = energy / temp
    return (0.5 * x / np.sinh(0.5 * x)) ** 2


def transmission(theta, phi, kappa):
    a = 1 - kappa - np.exp(-1j * theta)
    b = 1 - kappa - np.exp(-1j * phi)
    return (4 * kappa**2 * np.sin(theta) * np.sin(phi)
            / np.abs(kappa**2 - a * b) ** 2)


def transverse_terms(n_par):
    g = (np.arange(n_par) + 0.5) * np.pi / n_par
    return (4 - 2 * np.cos(g)[:, None] - 2 * np.cos(g)[None, :]).ravel()


def lead_modes(scale, mass_factor, kappa, n_par=48, n_perp=240):
    """Modes of one lead; mass_factor = mass in other lead / mass here."""
    s = transverse_terms(n_par)[:, None]
    theta = ((np.arange(n_perp) + 0.5) * np.pi / n_perp)[None, :]
    lam = 2 * (1 - np.cos(theta)) + s
    energy = scale * np.sqrt(lam)
    velocity = scale**2 * np.sin(theta) / energy
    cos_phi = 1 - 0.5 * (mass_factor * lam - s)
    is_open = np.abs(cos_phi) < 1
    phi = np.arccos(np.where(is_open, cos_phi, 0.0))
    t = np.where(is_open, transmission(theta, phi, kappa), 0.0)
    return energy, velocity, t, is_open


def conductance(energy, velocity, t):
    c = mode_heat_capacity(energy, TEMP)
    return 0.5 * np.mean(velocity * c * t) / SPACING**2


def capacity_average(energy, t):
    c = mode_heat_capacity(energy, TEMP)
    return np.sum(c * t) / np.sum(c)


def interface(ratio, kappa):
    left = lead_modes(SCALE_L, ratio, kappa)
    right = lead_modes(SCALE_L / np.sqrt(ratio), 1 / ratio, kappa)
    g_left = conductance(*left[:3])
    g_right = conductance(*right[:3])
    assert abs(g_left / g_right - 1) < 2e-3   # quadrature error at band edges
    avg_l = capacity_average(left[0], left[2])
    avg_r = capacity_average(right[0], right[2])
    r_emit = 1 / g_left
    return r_emit, avg_l, avg_r, r_emit * (1 - 0.5 * (avg_l + avg_r)), left, right


def equivalent_temperatures(left, right, t_el, t_er):
    """Invert the actual energy densities at finite bias."""
    found = []
    for modes, own, other in ((left, t_el, t_er), (right, t_er, t_el)):
        e, _, t, _ = modes
        n_own, n_other = bose(e, own), bose(e, other)
        density = np.mean(e * 0.5 * (n_own + (1 - t) * n_own + t * n_other))
        found.append(brentq(lambda x: np.mean(e * bose(e, x)) - density,
                            0.5 * min(own, other), 1.5 * max(own, other),
                            xtol=1e-14, rtol=1e-13))
    e, v, t, _ = left
    flux = 0.5 * np.mean(v * e * t * (bose(e, t_el) - bose(e, t_er))) / SPACING**2
    return found[0], found[1], flux


# ---- explicit long chain: flux and origin of the local energy density ----
def chain_test(ratio=2.0, kappa=0.6, s=0.3, theta=1.1, n=3000):
    lam = 2 * (1 - np.cos(theta)) + s
    phi = np.arccos(1 - 0.5 * (ratio * lam - s))
    mass = np.r_[np.ones(n), ratio * np.ones(n)]
    bonds = np.ones(2 * n + 1)
    bonds[n] = kappa
    band = np.zeros((3, 2 * n), complex)
    band[1] = bonds[:-1] + bonds[1:] + s - lam * mass
    band[0, 1:] = -bonds[1:-1]
    band[2, :-1] = -bonds[1:-1]
    band[1, 0] -= np.exp(1j * theta)
    band[1, -1] -= np.exp(1j * phi)
    source = np.zeros((2 * n, 2), complex)
    source[0, 0] = -2j * np.sin(theta)
    source[-1, 1] = -2j * np.sin(phi)
    u = solve_banded((1, 1), band, source)
    j = n + n // 2
    t_flux = np.imag(np.conj(u[j, 0]) * u[j + 1, 0]) / np.sin(theta)
    weight = np.abs(u) ** 2 / np.array([np.sin(theta), np.sin(phi)])
    d_left = weight[100:n - 100].mean(axis=0)
    d_right = weight[n + 100:2 * n - 100].mean(axis=0)
    # equilibrium density of states must be recovered in the left lead
    assert abs(d_left.sum() * np.sin(theta) / 2 - 1) < 2e-3
    return (t_flux, transmission(theta, phi, kappa),
            d_left[1] / d_left.sum(), d_right[0] / d_right.sum())


t_chain, t_formula, share_left, share_right = chain_test()
assert abs(t_chain - t_formula) < 1e-8
# finite averaging window leaves an interference remainder of order 1/length
assert abs(share_left - t_formula / 2) < 2e-3
assert abs(share_right - t_formula / 2) < 2e-3

# ---- interfaces of the model crystal ----
cases = [(1.0, 1.0), (1.1, 1.0), (2.0, 1.0), (4.0, 1.0), (1.0, 0.1)]
results = {case: interface(*case) for case in cases}
perfect = results[(1.0, 1.0)]
assert np.max(np.abs(perfect[4][2] - 1)) < 1e-9
assert perfect[0] > 0 and abs(perfect[3]) < 1e-9 * perfect[0]

# contact conductance from a frequency integral over each open channel
nodes, weights = np.polynomial.legendre.leggauss(24)
s_all = transverse_terms(48)
low, high = SCALE_L * np.sqrt(s_all), SCALE_L * np.sqrt(s_all + 4)
freq = 0.5 * (high + low)[:, None] + 0.5 * (high - low)[:, None] * nodes
channel = 0.5 * (high - low) * (mode_heat_capacity(freq, TEMP) @ weights)
g_contact = np.mean(channel) / (2 * np.pi) / SPACING**2
assert abs(g_contact * perfect[0] - 1) < 1e-3

# finite-bias inversion of the energy densities
hot, cold = 0.0252, 0.0248
main = results[(2.0, 1.0)]
eq_l, eq_r, flux_main = equivalent_temperatures(main[4], main[5], hot, cold)
r_direct = (eq_l - eq_r) / flux_main
assert abs(r_direct / main[3] - 1) < 1e-3
big_hot, big_cold = 0.040, 0.010
pl, pr, flux_big = equivalent_temperatures(perfect[4], perfect[5], big_hot, big_cold)
assert abs(pl - pr) < 1e-9 and flux_big > 0

# smallest resistance for mass ratio 2: all shared channels fully open
open_l, open_r = main[4][3].astype(float), main[5][3].astype(float)
g_open = conductance(main[4][0], main[4][1], open_l)
f_l = capacity_average(main[4][0], open_l)
f_r = capacity_average(main[5][0], open_r)
r_min = (1 - 0.5 * (f_l + f_r)) / g_open
assert 0 < r_min < main[3]

# ---- incoherent stack of planes, resistances in units of 1/G_0 ----
stack = np.array([1.0, 0.9, 1.0, 0.5, 1.0, 0.7])
m = len(stack)
mat, rhs = np.zeros((2 * m + 2, 2 * m + 2)), np.zeros(2 * m + 2)
mat[0, 0], rhs[0] = 1, 1            # right-movers enter with temperature 1
mat[1, 2 * m + 1] = 1               # left-movers enter with temperature 0
for i, t in enumerate(stack):
    f0, b0, f1, b1 = 2 * i, 2 * i + 1, 2 * i + 2, 2 * i + 3
    mat[2 * i + 2, [f1, f0, b1]] = [1, -t, -(1 - t)]
    mat[2 * i + 3, [b0, b1, f0]] = [1, -t, -(1 - t)]
movers = np.linalg.solve(mat, rhs).reshape(-1, 2)
stack_flux = movers[0, 0] - movers[0, 1]
stack_total = 1 / stack_flux
local_drops = -np.diff(movers.mean(axis=1)) / stack_flux
assert np.allclose(local_drops, (1 - stack) / stack, atol=1e-10)
sum_equiv, sum_emit = np.sum((1 - stack) / stack), np.sum(1 / stack)
assert abs(stack_total - 1 - sum_equiv) < 1e-10
assert abs(stack_total - sum_emit) > 1

# ---- gray Boltzmann equation with diffusive leads, mean free path = 1 ----
half = 40
x, w = np.polynomial.legendre.leggauss(half)
mu_pos, w_pos = 0.5 * (x + 1), 0.5 * w
mu = np.r_[mu_pos, -mu_pos]
w_full = np.r_[w_pos, w_pos]
transport = (np.tile(0.5 * w_full, (2 * half, 1)) - np.eye(2 * half)) / mu[:, None]
rates, vectors = np.linalg.eig(transport)
decaying = vectors[:, rates.real < -0.5].real
assert decaying.shape[1] == half - 1


def extrapolated_offset(t):
    """Half of the extrapolated temperature jump for unit gradient."""
    basis = np.column_stack([np.ones(2 * half), decaying])
    lhs = basis[:half] - (1 - 2 * t) * basis[half:]
    right_side = mu_pos + (1 - 2 * t) * mu_pos
    return np.linalg.solve(lhs, right_side)[0]


def boltzmann_ratio(t):
    # exact jump resistance 6A/(C v) over formula 4(1-t)/(t C v)
    return 6 * extrapolated_offset(t) * t / (4 * (1 - t))


milne_integral = quad(lambda y: 3 / y**2 - 1 / (1 - y / np.tan(y)),
                      0.01, np.pi / 2)[0] + 0.2 * 0.01
milne = 6 / np.pi**2 + milne_integral / np.pi
assert abs(extrapolated_offset(0.5) - milne) < 1e-4
assert abs(extrapolated_offset(1.0)) < 1e-9
assert abs(boltzmann_ratio(0.001) - 1) < 5e-3
assert abs(boltzmann_ratio(0.999) - 9 / 8) < 2e-3
ratio_points = [0.05, 0.25, 0.5, 0.75, 0.95]
ratios = [boltzmann_ratio(t) for t in ratio_points]
assert all(1 < r < 9 / 8 for r in ratios)

# ---- printed numbers ----
to_si = const.hbar / (const.e * const.k) * 1e-20   # angstrom^2/eV to m^2 K/W
print(f"lattice spacing: {SPACING:.1f} angstrom")
print(f"hbar*sqrt(K/m_L): {SCALE_L:.3f} eV")
print(f"top phonon energy of left lead: {SCALE_L * np.sqrt(12):.4f} eV")
print(f"temperature k_B T: {TEMP:.3f} eV")
print("chain test: mass ratio 2, kappa 0.6, transverse term 0.3, theta 1.1 rad")
print(f"  transmission, chain / formula: {t_chain:.6f} / {t_formula:.6f}")
print(f"  share of left density from right lead: {share_left:.4f}")
print(f"  share of right density from left lead: {share_right:.4f}")
print(f"  half the transmission: {t_formula / 2:.4f}")
print(f"contact conductance G_0, mode sum: {1 / perfect[0]:.4e} eV/angstrom^2")
print(f"contact conductance G_0, frequency integral: {g_contact:.4e} eV/angstrom^2")
print("interfaces: R_e and R in angstrom^2/eV, averages dimensionless")
for (ratio, kappa), res in results.items():
    shown = round(res[3], 1) + 0.0
    print(f"  m_R/m_L={ratio:.1f} kappa={kappa:.1f}: R_e={res[0]:.1f} "
          f"<t>_L={res[1]:.4f} <t>_R={res[2]:.4f} R={shown:.1f}")
print(f"perfect plane, R_e converted: {perfect[0] * to_si:.3e} m^2 K/W")
print(f"mass ratio 2, R_e converted: {main[0] * to_si:.3e} m^2 K/W")
print(f"mass ratio 2, R converted: {main[3] * to_si:.3e} m^2 K/W")
print(f"mass ratio 2, emitted temperatures: {hot:.4f}, {cold:.4f} eV")
print(f"  equivalent temperatures: {eq_l:.6f}, {eq_r:.6f} eV")
print(f"  heat flux (hbar=1): {flux_main:.4e} eV^2/angstrom^2")
print(f"  R from these temperatures: {r_direct:.1f} angstrom^2/eV")
print(f"perfect plane, emitted temperatures: {big_hot:.3f}, {big_cold:.3f} eV")
print(f"  equivalent temperatures: {pl:.6f}, {pr:.6f} eV")
print("mass ratio 2, all shared channels fully open:")
print(f"  averages left, right: {f_l:.3f}, {f_r:.3f}")
print(f"  smallest possible R: {r_min:.0f} angstrom^2/eV")
print("stack transmissions:", ", ".join(f"{t:.1f}" for t in stack))
print(f"  reservoir-to-reservoir resistance: {stack_total:.4f} /G_0")
print(f"  sum of equivalent-temperature resistances: {sum_equiv:.4f} /G_0")
print(f"  sum of emitted-temperature resistances: {sum_emit:.4f} /G_0")
print(f"Milne constant, integral: {milne:.5f} mean free paths")
print(f"Milne constant, ordinates: {extrapolated_offset(0.5):.5f} mean free paths")
print("Boltzmann jump / formula at uniform transmission t:")
for t, r in zip(ratio_points, ratios):
    print(f"  t={t:.2f}: {r:.4f}")
print("all good")
```

Running it gives:

```
lattice spacing: 3.0 angstrom
hbar*sqrt(K/m_L): 0.010 eV
top phonon energy of left lead: 0.0346 eV
temperature k_B T: 0.025 eV
chain test: mass ratio 2, kappa 0.6, transverse term 0.3, theta 1.1 rad
  transmission, chain / formula: 0.670627 / 0.670627
  share of left density from right lead: 0.3352
  share of right density from left lead: 0.3352
  half the transmission: 0.3353
contact conductance G_0, mode sum: 1.4648e-04 eV/angstrom^2
contact conductance G_0, frequency integral: 1.4648e-04 eV/angstrom^2
interfaces: R_e and R in angstrom^2/eV, averages dimensionless
  m_R/m_L=1.0 kappa=1.0: R_e=6826.7 <t>_L=1.0000 <t>_R=1.0000 R=0.0
  m_R/m_L=1.1 kappa=1.0: R_e=8438.2 <t>_L=0.6459 <t>_R=0.7000 R=2760.0
  m_R/m_L=2.0 kappa=1.0: R_e=60680.4 <t>_L=0.0681 <t>_R=0.1002 R=55573.2
  m_R/m_L=4.0 kappa=1.0: R_e=316546.1 <t>_L=0.0107 <t>_R=0.0226 R=311271.4
  m_R/m_L=1.0 kappa=0.1: R_e=125340.8 <t>_L=0.1024 <t>_R=0.1024 R=112508.7
perfect plane, R_e converted: 3.255e-09 m^2 K/W
mass ratio 2, R_e converted: 2.893e-08 m^2 K/W
mass ratio 2, R converted: 2.649e-08 m^2 K/W
mass ratio 2, emitted temperatures: 0.0252, 0.0248 eV
  equivalent temperatures: 0.025186, 0.024820 eV
  heat flux (hbar=1): 6.5919e-09 eV^2/angstrom^2
  R from these temperatures: 55573.9 angstrom^2/eV
perfect plane, emitted temperatures: 0.040, 0.010 eV
  equivalent temperatures: 0.025981, 0.025981 eV
mass ratio 2, all shared channels fully open:
  averages left, right: 0.145, 0.214
  smallest possible R: 31337 angstrom^2/eV
stack transmissions: 1.0, 0.9, 1.0, 0.5, 1.0, 0.7
  reservoir-to-reservoir resistance: 2.5397 /G_0
  sum of equivalent-temperature resistances: 1.5397 /G_0
  sum of emitted-temperature resistances: 7.5397 /G_0
Milne constant, integral: 0.71045 mean free paths
Milne constant, ordinates: 0.71045 mean free paths
Boltzmann jump / formula at uniform transmission t:
  t=0.05: 1.0069
  t=0.25: 1.0337
  t=0.50: 1.0657
  t=0.75: 1.0961
  t=0.95: 1.1193
all good
```
